# Titration Plateau of a Phenolic Chain with Strong Neighbour Repulsion: test program

```python
"""
Titration of a long chain of phenolic sites with nearest-neighbour repulsion.
Result under test:
  theta = 1/2 [1 + sinh(x/2) / sqrt(sinh(x/2)^2 + exp(w))],  x = ln z - w
theta : fraction of ionized sites
z     : 10**(pH - pK), pK being that of a site with neutral neighbours
w     : repulsion of two adjacent ionized sites divided by kT
A plateau (slope minimum at theta = 1/2) exists only if exp(w) > 3.
Checks use explicit state sums, finite-chain recursions and numerical
diagonalization with longer-ranged repulsion.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

LN10 = np.log(10.0)


def theta_formula(ln_z, w):
    s = np.sinh((ln_z - w) / 2)
    return 0.5 * (1 + s / np.sqrt(s * s + np.exp(w)))


def enumerate_states(n_sites, ln_z, couplings, ring):
    """All ionization states and their statistical weights."""
    states = (np.arange(2**n_sites)[:, None] >> np.arange(n_sites)) & 1
    energy = np.zeros(2**n_sites)
    for k, wk in enumerate(couplings, start=1):
        if ring:
            energy += wk * np.sum(states * np.roll(states, -k, axis=1), axis=1)
        else:
            energy += wk * np.sum(states[:, :-k] * states[:, k:], axis=1)
    return states, np.exp(ln_z * states.sum(axis=1) - energy)


def open_chain_charges(n_max, ln_z, w):
    """Mean number of ionized sites for open chains of 0..n_max sites."""
    z = np.exp(np.asarray(ln_z, dtype=float))
    u = np.exp(-w)
    z0, z1 = np.ones_like(z), z.copy()        # last site neutral / ionized
    d0, d1 = np.zeros_like(z), z.copy()       # derivatives with respect to ln z
    charges = [np.zeros_like(z), d1 / (z0 + z1)]
    for _ in range(2, n_max + 1):
        new1 = z * (z0 + u * z1)
        newd1 = z * (d0 + u * d1) + new1
        z0, d0 = z0 + z1, d0 + d1
        z1, d1 = new1, newd1
        total = z0 + z1
        z0, z1, d0, d1 = z0 / total, z1 / total, d0 / total, d1 / total
        charges.append(d0 + d1)
    return np.array(charges)


def theta_chain(ln_z, w):
    """Bulk ionization: the difference of two chain lengths removes the ends."""
    q = open_chain_charges(600, ln_z, w)
    return (q[600] - q[400]) / 200


def slope_curve(filling, centre, step, half_range):
    n = int(round(half_range / step))
    x = np.arange(-n, n + 1) * step
    rise = filling(centre + x + step / 2) - filling(centre + x - step / 2)
    return x, rise / step


def count_peaks(y):
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


def theta_long_range(ln_z, couplings):
    """Infinite chain with repulsion out to len(couplings) neighbours."""
    reach = len(couplings)
    size = 2**reach
    matrix = np.zeros((size, size))
    ionizing = np.zeros((size, size))
    for s in range(size):
        field = sum(wk for k, wk in enumerate(couplings) if (s >> k) & 1)
        shifted = (s << 1) & (size - 1)
        matrix[s, shifted] = 1.0
        matrix[s, shifted | 1] = np.exp(ln_z - field)
        ionizing[s, shifted | 1] = matrix[s, shifted | 1]
    val_r, vec_r = np.linalg.eig(matrix)
    val_l, vec_l = np.linalg.eig(matrix.T)
    right = vec_r[:, np.argmax(val_r.real)].real
    left = vec_l[:, np.argmax(val_l.real)].real
    return (left @ ionizing @ right) / (left @ matrix @ right)


# ---------- inputs of the example (rough typical values) ----------
temperature = 296.0        # K
pk_site = 10.0             # phenol-like site
pk_water = 14.0
hydroxide = 0.26           # mol/L, also the ionic strength
spacing = 0.30             # nm, ortho-linked neighbours
eps_local = 20.0           # between hydrocarbon and water
eps_water = 79.0


def bjerrum_nm(eps):
    return 1e9 * const.e**2 / (4 * np.pi * const.epsilon_0 * eps
                               * const.k * temperature)


ion_density = hydroxide * 1e3 * const.N_A * 1e-27          # per nm^3
kappa = np.sqrt(8 * np.pi * bjerrum_nm(eps_water) * ion_density)


def screened_couplings(eps, distance, reach):
    k = np.arange(1, reach + 1)
    return bjerrum_nm(eps) / (k * distance) * np.exp(-kappa * k * distance)


w = screened_couplings(eps_local, spacing, 1)[0]
ph_dev = pk_water + np.log10(hydroxide)
lnz_dev = LN10 * (ph_dev - pk_site)

# ---------- tests of the nearest-neighbour model ----------
# Partition function of a ring from all states, against the two eigenvalues.
for lnz_t in (0.7, w, 8.0):
    weights = enumerate_states(12, lnz_t, [w], True)[1]
    y, zt = np.exp(lnz_t - w), np.exp(lnz_t)
    root = np.sqrt((1 - y)**2 + 4 * zt)
    lam = np.array([1 + y + root, 1 + y - root]) / 2
    assert abs(np.sum(lam**12) / weights.sum() - 1) < 1e-9

# Recursion for open chains, against all states.
states, weights = enumerate_states(12, 2.3, [w], False)
mean_charge = weights @ states.sum(axis=1) / weights.sum()
assert abs(open_chain_charges(12, 2.3, w)[12] - mean_charge) < 1e-10

# Closed law against long chains, including vanishing repulsion.
test_lnz = np.linspace(-5, 17, 45)
for w_test in (0.0, 1.0, w):
    err = np.abs(theta_chain(test_lnz, w_test) - theta_formula(test_lnz, w_test))
    assert err.max() < 1e-9
hh = 1 / (1 + np.exp(-test_lnz))
assert np.max(np.abs(theta_chain(test_lnz, 0.0) - hh)) < 1e-9
x_sym = np.linspace(0, 8, 9)
assert np.allclose(theta_chain(w + x_sym, w) + theta_chain(w - x_sym, w), 1,
                   atol=1e-9)

# First step for very strong repulsion.
first_lnz = np.linspace(-3, 3, 13)
first_step = 0.5 * (1 - 1 / np.sqrt(1 + 4 * np.exp(first_lnz)))
assert np.max(np.abs(theta_chain(first_lnz, 30.0) - first_step)) < 1e-6

# The slope has one maximum just below the threshold and two just above it.
peaks_near_threshold = []
for w_test in (np.log(3) - 0.1, np.log(3) + 0.1):
    curve = slope_curve(lambda v: theta_chain(v, w_test), w_test, 0.1, 5.0)[1]
    peaks_near_threshold.append(count_peaks(curve))
assert peaks_near_threshold == [1, 2]

# Midpoint slope, steepest points and width of the plateau.
x_grid, slopes = slope_curve(lambda v: theta_chain(v, w), w, 0.02, 9.0)
mid_slope = np.exp(-w / 2) / 4
peak_x = 2 * np.arccosh(np.sqrt((np.exp(w) - 1) / 2))
peak_slope = np.exp(w) / (6 * np.sqrt(3) * (np.exp(w) - 1))
assert abs(slopes[len(slopes) // 2] / mid_slope - 1) < 1e-4
assert abs(abs(x_grid[np.argmax(slopes)]) - peak_x) < 0.03
assert abs(slopes.max() / peak_slope - 1) < 1e-3
quarter = [brentq(lambda v: float(theta_chain(v, w)) - level, -6, 2 * w + 6)
           for level in (0.25, 0.75)]
width_ph = 4 / LN10 * np.arcsinh(np.exp(w / 2) / np.sqrt(3))
assert abs((quarter[1] - quarter[0]) / LN10 - width_ph) < 1e-6

# Alternating correlations and charge fluctuations at the midpoint.
# Tolerances cover the wrap-around of a ring of 16 sites.
w_ring = 2.0
states, weights = enumerate_states(16, w_ring, [w_ring], True)
prob = weights / weights.sum()
for m in (1, 2, 3):
    corr = prob @ (states[:, 0] * states[:, m]) - 0.25
    assert abs(corr - 0.25 * (-np.tanh(w_ring / 4))**m) < 3e-5
total_charge = states.sum(axis=1)
variance = prob @ (total_charge - prob @ total_charge)**2 / 16
assert abs(variance - np.exp(-w_ring / 2) / 4) < 1e-4


# Random mixing: same repulsion, no correlation between neighbours.
def theta_random_mixing(ln_z_values):
    result = []
    for v in ln_z_values:
        def free_energy(t):
            return (t * np.log(t) + (1 - t) * np.log(1 - t)
                    + w * t * t - v * t)
        result.append(minimize_scalar(free_energy, bounds=(1e-9, 1 - 1e-9),
                                      method="bounded",
                                      options={"xatol": 1e-10}).x)
    return np.array(result)


mix_slopes = slope_curve(theta_random_mixing, w, 0.5, 8.0)[1]
mix_mid = 1 / (4 + 2 * w)
assert count_peaks(mix_slopes) == 1
assert np.argmax(mix_slopes) == len(mix_slopes) // 2
assert abs(mix_slopes.max() / mix_mid - 1) < 5e-3   # finite step 0.5

# ---------- tests of the longer-ranged model ----------
for v in (1.0, w, 9.0):
    assert abs(theta_long_range(v, [w, 0, 0]) - theta_formula(v, w)) < 1e-8
trial = [2.0, 0.6, 0.25]
states, weights = enumerate_states(16, 1.5, trial, True)
theta_ring = weights @ states.sum(axis=1) / weights.sum() / 16
assert abs(theta_long_range(1.5, trial) - theta_ring) < 1e-4

reach = 6
far = screened_couplings(eps_local, spacing, reach)
k_all = np.arange(1, 201)
many = screened_couplings(eps_local, spacing, 200)
q_screen = np.exp(-kappa * spacing)
w_eff = bjerrum_nm(eps_local) / spacing * q_screen / (1 + q_screen)
assert abs(np.sum((-1.0)**(k_all + 1) * k_all * many) - w_eff) < 1e-9

# Rare-defect slope: tested at fourfold coupling, where defects are rare;
# the tolerance covers the remaining interaction between defects.
strong = 4 * far
k6 = np.arange(1, reach + 1)
defect_cost = 0.5 * np.sum((-1.0)**(k6 + 1) * k6 * strong)
mid = strong.sum()
slope_strong = (theta_long_range(mid + 0.1, strong)
                - theta_long_range(mid - 0.1, strong)) / 0.2
rare_ratio = slope_strong / (0.25 * np.exp(-defect_cost))
assert abs(rare_ratio - 1) < 0.10

theta_far = theta_long_range(lnz_dev, far)
far7 = screened_couplings(eps_local, spacing, reach + 1)
assert abs(theta_long_range(lnz_dev, far7) - theta_far) < 0.01


def far_slopes(eps):
    """Midpoint and largest slope per pH unit with six neighbours."""
    c = screened_couplings(eps, spacing, reach)
    edges = c.sum() + np.arange(-0.1, 11.0, 0.2)
    th = np.array([theta_long_range(v, c) for v in edges])
    s = np.diff(th) / 0.2 * LN10
    return s[0], s.max()


# ---------- other neglected effects ----------
charges_dev = open_chain_charges(600, lnz_dev, w)
theta_20 = charges_dev[20] / 20
broken = 0.10
lengths = np.arange(1, 601)
segment_weight = broken**2 * (1 - broken)**(lengths - 1)
theta_broken = segment_weight @ charges_dev[1:]
edge_charges = open_chain_charges(600, np.array([w - 0.05, w + 0.05]), w)
broken_slope = np.diff(segment_weight @ edge_charges[1:])[0] / 0.1 * LN10
root_i = np.sqrt(hydroxide)
activity_shift = -0.51 * (root_i / (1 + root_i) - 0.3 * hydroxide)
theta_activity = theta_formula(lnz_dev + LN10 * activity_shift, w)
para_spacing = 0.65
w_para = screened_couplings(eps_water, para_spacing, 1)[0]

# ---------- output ----------
print(f"temperature {temperature:.0f} K; site pK {pk_site:.1f}")
print(f"hydroxide {hydroxide:.2f} mol/L; water pK {pk_water:.1f}")
print(f"spacing {spacing:.2f} nm; local permittivity {eps_local:.0f}")
print(f"water permittivity {eps_water:.0f}")
print(f"Bjerrum length, local {bjerrum_nm(eps_local):.3f} nm")
print(f"Bjerrum length, water {bjerrum_nm(eps_water):.3f} nm")
print(f"Debye length {1 / kappa:.3f} nm")
print(f"repulsion w {w:.3f} kT = {w * const.k * temperature / const.e:.3f} eV")
print(f"delta pK {w / LN10:.3f}; exp(w) {np.exp(w):.1f}")
print(f"threshold w {np.log(3):.4f} kT; delta pK {np.log10(3):.4f}")
print(f"slope peaks at threshold -0.1, +0.1 kT: {peaks_near_threshold}")
print(f"midpoint pH {pk_site + w / LN10:.3f}")
print(f"midpoint slope {mid_slope * LN10:.4f} per pH")
print(f"independent-site midpoint slope {LN10 / 4:.4f} per pH")
print(f"random-mixing midpoint slope {mix_mid * LN10:.4f} per pH")
print(f"steepest slope {peak_slope * LN10:.4f} per pH")
print(f"steepest at pH {pk_site + (w - peak_x) / LN10:.3f} and "
      f"{pk_site + (w + peak_x) / LN10:.3f}")
print(f"pH width, theta 1/4 to 3/4: {width_ph:.3f}")
print(f"same width, independent sites: {2 * np.log10(3):.3f}")
print(f"midpoint ionized-pair probability {0.5 / (1 + np.exp(w / 2)):.4f}")
print(f"correlation length {-1 / np.log(np.tanh(w / 4)):.2f} sites")
print("pH, theta of chain, theta of independent sites:")
for ph in range(8, 18):
    v = LN10 * (ph - pk_site)
    print(f"  {ph:2d}  {theta_formula(v, w):.4f}  {1 / (1 + np.exp(-v)):.4f}")
print(f"developer pH {ph_dev:.3f}")
print(f"theta in developer, chain {theta_formula(lnz_dev, w):.4f}")
print(f"theta in developer, independent {1 / (1 + np.exp(-lnz_dev)):.4f}")
print("neglected effects:")
print("w_1..w_6 (kT): " + " ".join(f"{v:.3f}" for v in far))
print(f"effective repulsion, all neighbours {w_eff:.3f} kT")
print(f"rare-defect test, slope ratio {rare_ratio:.4f}")
print(f"six neighbours: midpoint pH {pk_site + far.sum() / LN10:.3f}")
print(f"six neighbours: theta in developer {theta_far:.4f}")
print("permittivity, midpoint and largest slope per pH (six neighbours):")
for eps in (eps_local, 40.0, eps_water):
    s_mid, s_max = far_slopes(eps)
    print(f"  {eps:.0f}  {s_mid:.4f}  {s_max:.4f}")
print(f"20-site chain: theta in developer {theta_20:.4f}")
print(f"{100 * broken:.0f}% broken links: theta in developer {theta_broken:.4f}")
print(f"{100 * broken:.0f}% broken links: slope at pH "
      f"{pk_site + w / LN10:.2f} is {broken_slope:.4f} per pH")
print(f"activity shift {activity_shift:.3f} pH; theta {theta_activity:.4f}")
print(f"condensation parameter, half ionized "
      f"{bjerrum_nm(eps_water) / (2 * spacing):.2f}, "
      f"full {bjerrum_nm(eps_water) / spacing:.2f}")
print(f"para-like spacing {para_spacing:.2f} nm in water: w {w_para:.3f} kT")
print(f"para-like midpoint slope {LN10 / 4 * np.exp(-w_para / 2):.4f} per pH")
print("every check passed")
```

Output:

```
temperature 296 K; site pK 10.0
hydroxide 0.26 mol/L; water pK 14.0
spacing 0.30 nm; local permittivity 20
water permittivity 79
Bjerrum length, local 2.823 nm
Bjerrum length, water 0.715 nm
Debye length 0.596 nm
repulsion w 5.689 kT = 0.145 eV
delta pK 2.471; exp(w) 295.7
threshold w 1.0986 kT; delta pK 0.4771
slope peaks at threshold -0.1, +0.1 kT: [1, 2]
midpoint pH 12.471
midpoint slope 0.0335 per pH
independent-site midpoint slope 0.5756 per pH
random-mixing midpoint slope 0.1497 per pH
steepest slope 0.2223 per pH
steepest at pH 9.702 and 15.240
pH width, theta 1/4 to 3/4: 5.196
same width, independent sites: 0.954
midpoint ionized-pair probability 0.0275
correlation length 8.59 sites
pH, theta of chain, theta of independent sites:
   8  0.0097  0.0099
   9  0.0775  0.0909
  10  0.2770  0.5000
  11  0.4245  0.9091
  12  0.4835  0.9901
  13  0.5188  0.9990
  14  0.5810  0.9999
  15  0.7352  1.0000
  16  0.9304  1.0000
  17  0.9915  1.0000
developer pH 13.415
theta in developer, chain 0.5381
theta in developer, independent 0.9996
neglected effects:
w_1..w_6 (kT): 5.689 1.720 0.693 0.314 0.152 0.077
effective repulsion, all neighbours 3.545 kT
rare-defect test, slope ratio 0.9917
six neighbours: midpoint pH 13.755
six neighbours: theta in developer 0.4779
permittivity, midpoint and largest slope per pH (six neighbours):
  20  0.0649  0.1200
  40  0.1423  0.1639
  79  0.2458  0.2458
20-site chain: theta in developer 0.5640
10% broken links: theta in developer 0.5905
10% broken links: slope at pH 12.47 is 0.0447 per pH
activity shift -0.132 pH; theta 0.5312
condensation parameter, half ionized 1.19, full 2.38
para-like spacing 0.65 nm in water: w 0.370 kT
para-like midpoint slope 0.4785 per pH
every check passed
```
